\section*{Electron density at the nucleus: large-Z limit and relativistic enhancement}

\section{Definitions and conventions}

Hartree atomic units are used, with $c$ the speed of light; nuclear radii are also given in fm. The atom is neutral and is described in mean field: each electron moves in a spherical potential energy $V(r)$. An $s$ orbital is written $\psi=u(r)/(\sqrt{4\pi}\,r)$ with $\int_0^\infty u^2dr=1$, so $|\psi(0)|^2=u'(0)^2/4\pi$. Nonrelativistic orbitals with $l>0$ vanish at the origin. With doubly filled $s$ shells,
\begin{equation}
 n(0)=2\sum_{n}^{\rm occ}|\psi_{ns}(0)|^2 .
\end{equation}

The first result is, for a point nucleus without relativity,
\begin{equation}
 \frac{\pi n(0)}{2Z^3}=\zeta(3)-B\,Z^{-2/3}+O(Z^{-1}),\qquad B\simeq1.794 .
 \label{law}
\end{equation}
Since $B>0$, the limit $n(0)\to 2\zeta(3)Z^3/\pi=0.765\,Z^3$ is approached from below. The derivation is semiclassical; it is not a rigorous bound for each $Z$.

The second result is the enhancement $\eta$. The Dirac density of a point nucleus diverges at $r=0$, so a ratio of densities exists there only for an extended nucleus. The nucleus is taken as a uniformly charged sphere of radius $R$, and $\eta$ is the Dirac density at its centre divided by the nonrelativistic density at a point nucleus. I use
\begin{equation}
 a=Z/c,\qquad \gamma=\sqrt{1-a^2},\qquad X=(2ZR)^{2\gamma-2}.
\end{equation}

\section{Back-of-envelope argument}

For a bare nucleus $|\psi_{ns}(0)|^2=Z^3/(\pi n^3)$. Two electrons in every shell give $(2Z^3/\pi)\sum n^{-3}=2\zeta(3)Z^3/\pi$.

The other electrons raise the potential near the nucleus by a nearly constant amount $BZ^{4/3}$. A constant changes no orbital, but it changes which levels are filled. If the levels were $-Z^2/2n^2+BZ^{4/3}$, filled up to zero energy, the last shell $N$ would obey $1/(2N^2)=BZ^{-2/3}$. The missing shells remove $\sum_{n>N}n^{-3}\simeq1/(2N^2)=BZ^{-2/3}$ from $\zeta(3)$. This is the correction in (\ref{law}), although the outer levels are not in fact hydrogenic.

With relativity, the $s$ density near a point charge varies as $r^{2\gamma-2}$ instead of being constant. This growth starts at $r\sim1/2Z$ and stops at $R$, which suggests $\eta\sim X$. For the nuclei used below, $X=1.9$ at $Z=50$ and $4.3$ at $Z=80$.

\section{The nonrelativistic limit}

\subsection{The potential near the nucleus}

In Thomas-Fermi theory a neutral atom has chemical potential zero and $n=(-2V)^{3/2}/3\pi^2$. Put $V=-(Z/r)\phi$. Poisson's equation $\nabla^2(-V)=4\pi n$ becomes
\begin{equation}
 \frac{Z}{r}\frac{d^2\phi}{dr^2}=\frac{4}{3\pi}\Big(\frac{2Z\phi}{r}\Big)^{3/2}.
\end{equation}
With $r=bxZ^{-1/3}$ and $b=\frac12(3\pi/4)^{2/3}=0.8853$ all constants cancel: $\phi''=\phi^{3/2}/\sqrt x$, with $\phi(0)=1$ and $\phi(\infty)=0$. Near $x=0$, $\phi''\simeq x^{-1/2}$, so two integrations give $\phi=1+\phi'(0)x+\frac43x^{3/2}+\dots$ and
\begin{equation}
 V=-\frac Zr+BZ^{4/3}-\frac{4}{3b^{3/2}}Z^{3/2}r^{1/2}+\dots,\qquad B=\frac{-\phi'(0)}{b}.
 \label{V}
\end{equation}
The numerical solution has $-\phi'(0)=1.58807$, hence $B=1.7937$.

\subsection{Density at the origin and level spacing}

For a high $s$ level, close to the nucleus, the energy and the constant in (\ref{V}) are small compared with $Z/r$, and $u''+(2Z/r)u=0$. Let $z=\sqrt{8Zr}$ and $u=\sqrt r\,w(z)$. Since $r\,d/dr=\frac12z\,d/dz$ when acting on $w$,
\begin{equation}
 r^2u''+2Zru=\frac{\sqrt r}{4}\Big[\Big(z\frac{d}{dz}\Big)^2-1+z^2\Big]w=0 .
\end{equation}
This is Bessel's equation of order one. The regular solution is $u=M\sqrt r\,J_1(z)$. For small $r$, $J_1\simeq z/2$, so $u\simeq M\sqrt{2Z}\,r$ and $u'(0)^2=2ZM^2$.

For $r\gg1/Z$, $J_1^2\to(2/\pi z)\sin^2(z-\pi/4)$. The local momentum is $p=\sqrt{2Z/r}$, and $r/z=1/2p$, so $u^2\to(M^2/\pi p)\sin^2(\dots)$. This must join the semiclassical wave $u^2=(A^2/p)\sin^2(\dots)$, which fixes $M^2=\pi A^2$. Replacing $\sin^2$ by its mean $\frac12$, normalization requires $\frac12A^2\int dr/p=1$. Differentiating the quantization rule $\int p\,dr=\pi(n+\text{const})$ with respect to $E$ gives $\int dr/p=\pi\,dn/dE$. Hence $A^2=(2/\pi)dE/dn$, $M^2=2\,dE/dn$, and
\begin{equation}
 |\psi_{ns}(0)|^2=\frac{2ZM^2}{4\pi}=\frac Z\pi\,\frac{dE}{dn}.
 \label{FS}
\end{equation}
This is the Fermi-Segr\`e relation. For the bare Coulomb field, $dE/dn=Z^2/n^3$, and it holds for low $n$ too. For the computed $20s$ level in the Thomas-Fermi potential at $Z=8000$, the ratio of the two sides is $1.0002$.

\subsection{Summing the shells}

Choose $M_0$ with $1\ll M_0\ll Z^{1/3}$. Shells up to $M_0$ are hydrogenic at leading order. The midpoint rule for the missing tail gives
\begin{equation}
 \sum_{n=1}^{M_0}\frac{Z^2}{n^3}\simeq Z^2\zeta(3)-\frac{Z^2}{2(M_0+\frac12)^2}.
\end{equation}
For the shells from $M_0+1$ to the last one, $N$, the same rule gives
\begin{equation}
 \sum_{n=M_0+1}^{N}\frac{dE}{dn}\simeq E(N+\tfrac12)-E(M_0+\tfrac12),
\end{equation}
where
\begin{equation}
 E(M_0+\tfrac12)\simeq-\frac{Z^2}{2(M_0+\frac12)^2}+BZ^{4/3}.
\end{equation}
The errors of the midpoint rule at $M_0$ cancel between the two sums, because both involve the same hydrogenic function there. Filling stops at zero energy, so $E(N+\frac12)$ is zero to within a level spacing. That spacing is at most of order $Z^{4/3}/Z^{1/3}=Z$. Adding the sums removes $M_0$:
\begin{equation}
 n(0)=\frac{2Z}{\pi}\Big[Z^2\zeta(3)-BZ^{4/3}+O(Z)\Big],
\end{equation}
which is (\ref{law}). The shape of the outer potential has dropped out: only its value at the nucleus, measured from the chemical potential, enters at this order. This is why the rough argument found the right coefficient.

The size of the remainder follows from power counting. The $r^{1/2}$ term in (\ref{V}), at $r\sim n^2/Z$, shifts a level by an amount of order $Zn$, and so changes $dE/dn$ by order $Z$. Its accumulated part belongs to the smooth function $E(n)$ and cancels at $M_0$ as before; what is left is of order $Z$. Exchange near the nucleus is a potential of order $n(0)^{1/3}\sim Z$, also smaller than $Z^2$ by one power of $Z$.

\section{The relativistic enhancement}

\subsection{Threshold waves outside the nucleus}

With $E$ measured from the rest energy, the radial Dirac equations are
\begin{align}
 P'+\frac{\kappa}{r}P&=\Big(2c+\frac{E-V}{c}\Big)Q, &
 Q'-\frac{\kappa}{r}Q&=\frac{V-E}{c}P ,
 \label{dirac}
\end{align}
and the density of an orbital is $(P^2+Q^2)/4\pi r^2$. Here $\kappa=-1$ is $s_{1/2}$ and $\kappa=+1$ is $p_{1/2}$. The latter must be kept, because its small component $Q$ behaves like an $s$ wave at the centre.

For high levels set $E=0$ and $V=-Z/r$. The second equation gives $P=(\kappa Q-rQ')/a$. Inserted in the first, with $ac=Z$ and $\kappa^2=1$, it yields
\begin{equation}
 r^2Q''+rQ'+(2Zr-\gamma^2)Q=0,\qquad Q=N_QJ_{2\gamma}(z).
\end{equation}
At large $z$ the term $rQ'=\frac12zN_QJ_{2\gamma}'$ dominates $P$, and $P^2\to N_Q^2\,z/(2\pi a^2)\sin^2(\dots)$. The nonrelativistic wave is $u^2\to M^2z/(4\pi Z)\sin^2(\dots)$. Motion at large $r$ is nonrelativistic, so equal amplitudes mean $N_Q^2=M^2a^2/2Z$, with $M^2=2\,dE/d\nu$ as before.

The effective quantum number is $\nu=n-1+\gamma$, with $E\simeq-Z^2/2\nu^2$ for high levels and $dE/d\nu=Z^2/\nu^3$. At small $r$, $J_{2\gamma}\simeq(2Zr)^\gamma/\Gamma(2\gamma+1)$ and $P=(\kappa-\gamma)Q/a$. Therefore
\begin{equation}
 P^2+Q^2=\frac{N_Q^2(2Zr)^{2\gamma}}{\Gamma(2\gamma+1)^2}\Big[1+\frac{(\kappa-\gamma)^2}{a^2}\Big].
\end{equation}
Since $a^2=(1-\gamma)(1+\gamma)$, the bracket is $2/(1-\gamma)$ for $s_{1/2}$ and $2/(1+\gamma)$ for $p_{1/2}$. Dividing by $2ZM^2r^2$, the nonrelativistic value of $u^2$, and setting $r=R$, the density in units of $Z^3/\pi$ is $C/\nu^3$ with
\begin{equation}
 C_s=\frac{2(1+\gamma)X}{\Gamma(2\gamma+1)^2},\qquad
 C_p=\frac{2(1-\gamma)X}{\Gamma(2\gamma+1)^2}.
\end{equation}

\subsection{The 1s shell}

The $1s$ shell is too deep for the threshold formula. Its point-nucleus solution is $P\propto r^\gamma e^{-Zr}$, $Q=-aP/(1+\gamma)$, with $E=c^2(\gamma-1)$; substitution in (\ref{dirac}) confirms it. Write $P^2+Q^2=Kr^{2\gamma}e^{-2Zr}$. Normalization gives $K=(2Z)^{2\gamma+1}/\Gamma(2\gamma+1)$. Dividing by the nonrelativistic $4Z^3r^2$ at $r=R$, with $e^{-2ZR}\simeq1$, gives the factor $2X/\Gamma(2\gamma+1)$.

\subsection{From the surface to the centre}

Inside the sphere, with $x=r/R$, $|V|R/c=v(x)=\frac a2(3-x^2)$. The rest-mass term contributes $2cR=2ZR/a$, which is $0.03$ to $0.04$ here, against $v\ge a$. It is neglected, as is the binding energy. For $s_{1/2}$ put $P=Rxg$ and $Q=Rxf$; then
\begin{equation}
 g'=vf,\qquad f'=-\frac{2f}{x}-vg,\qquad g(0)=1,\quad f(0)=0 .
 \label{gf}
\end{equation}
For $p_{1/2}$ the same functions serve, with $P=-Rxf$ and $Q=Rxg$.

Just outside, $Q=\alpha(r/R)^\gamma+\beta(r/R)^{-\gamma}$ in units of $R$, and $aP=\kappa Q-rQ'$. At the surface this reads $Q=\alpha+\beta$ and $aP=\kappa Q+\gamma(\beta-\alpha)$, so $\alpha=\frac12[Q+(\kappa Q-aP)/\gamma]$. With $g,f$ taken at $x=1$,
\begin{equation}
 \alpha_s=\tfrac12\Big[f-\frac{f+ag}{\gamma}\Big],\qquad
 \alpha_p=\tfrac12\Big[g+\frac{g+af}{\gamma}\Big].
\end{equation}
The $r^{-\gamma}$ wave has died away, by a factor of order $(2ZR)^{2\gamma}$ relative to the other, where the orbital is normalized. So $\alpha$ carries the normalization found above. The centre density divided by that of the regular wave at $R$ is $m_s=(1-\gamma)/2\alpha_s^2$ or $m_p=(1+\gamma)/2\alpha_p^2$. The two are equal: multiplying $-2\gamma\alpha_s=(1-\gamma)f+ag$ by $1+\gamma$ gives $a[af+(1+\gamma)g]=2\gamma a\alpha_p$. Hence $\alpha_s^2=\alpha_p^2(1-\gamma)/(1+\gamma)$, and
\begin{equation}
 m_s=m_p=m=\frac{2\gamma^2(1+\gamma)}{[(1+\gamma)g+af]^2}.
\end{equation}

\subsection{Sum over shells}

For shells between $1s$ and threshold the density is interpolated linearly in $1/\nu^2$, which is proportional to the binding energy only for the high levels. For $s$ states the factor is $1-k\gamma^2/\nu^2$. It must reproduce $1s$ at $\nu=\gamma$: $C_s(1-k)/\gamma^3=2X/\Gamma(2\gamma+1)$, or
\begin{equation}
 k=1-\frac{\gamma^3\,\Gamma(2\gamma+1)}{1+\gamma}.
\end{equation}
For $p_{1/2}$ the factor is taken as $1-\gamma^2/\nu^2$, which vanishes at $\nu=\gamma$, where no such state exists. With $h_q=\sum_{j\ge0}(j+1+\gamma)^{-q}$,
\begin{equation}
 \eta\simeq\frac{m}{\zeta(3)}\Big\{\frac{2X}{\Gamma(2\gamma+1)}
 +C_s\big[h_3-k\gamma^2h_5\big]+C_p\big[h_3-\gamma^2h_5\big]\Big\}.
 \label{eta}
\end{equation}

Two limits show its content. For $a\to0$ at fixed $ZR$, one has $\gamma=X=m=1$, $\Gamma(3)=2$ and $k=0$, so $\eta=[1+h_3]/\zeta(3)=1$. In this limit $2cR=2ZR/a$ is no longer small against $v$, but it multiplies $f$, which is of order $a$, so the true limit differs from one only by terms of order $ZR$, which (\ref{eta}) omits. For $R\to0$ at fixed $a$, $X$ and $\eta$ diverge: the finite nucleus is essential.

To order $a^2$, (\ref{gf}) gives $f(1)=-\frac25a$ and $g(1)=1-\frac{17}{60}a^2$, hence $m=1+\frac{13}{60}a^2$. With $2\gamma-2\simeq-a^2$ and $\Gamma(3-a^2)\simeq2[1-a^2(\frac32-\gamma_E)]$, where $\gamma_E=0.577$, the $1s$ factor is
\begin{equation}
 1+a^2\Big[\ln\frac1{2ZR}+\frac32-\gamma_E+\frac{13}{60}\Big]+\dots
\end{equation}
The logarithm is the largest term. At $Z=50$ this gives $1+0.133\times5.63=1.75$, well below the Dirac value $2.13$, so the first order in $a^2$ is not sufficient there.

\section{Numbers for Z = 50 and 80}

The mass numbers are chosen as 120 and 200, with $R=1.2A^{1/3}$ fm. This gives $R=5.92$ fm ($1.119\times10^{-4}$ bohr) and $7.02$ fm ($1.326\times10^{-4}$ bohr).

For $Z=80$: $a=0.584$, $\gamma=0.812$, $2ZR=0.0212$, $X=4.261$, $\Gamma(2\gamma+1)=1.456$. The interior solution has $g=0.906$, $f=-0.220$, so $m=1.042$. The $1s$ factor is $2(4.261)(1.042)/1.456=6.10$. With $C_sm=7.60$, $C_pm=0.789$, $k=0.570$, $h_3=0.2577$ and $h_5=0.0588$,
\begin{equation}
 \eta\simeq\frac{6.10+7.60(0.2356)+0.789(0.2189)}{1.202}=6.7 .
\end{equation}
For $Z=50$: $\gamma=0.931$, $X=1.858$, $m=1.025$, and the same steps give
\begin{equation}
 \eta\simeq\frac{2.155+2.354(0.2103)+0.084(0.182)}{1.202}=2.2 .
\end{equation}

\section{Comparison}

\subsection{The approach from below}

Filled $s$ levels of the Thomas-Fermi potential give $[\zeta(3)-\pi n(0)/2Z^3]Z^{2/3}=1.708$, $1.751$ and $1.772$ at $Z=1000$, $8000$ and $64000$. The distance to $B$ halves each time $Z^{1/3}$ doubles, as expected if the remainder in (\ref{law}) is proportional to $Z^{-1}$. Eliminating it between the last two values gives $1.7937$, in agreement with $B$.

Self-consistent neutral atoms were computed with Kohn-Sham theory in the local density approximation (LDA), exchange only, with spherical densities. Their $n(0)$, relative to the limit, is $0.80$, $0.92$ and $0.94$ for $Z=10$, $50$ and $80$: below one and rising. The first two terms of (\ref{law}) give $0.68$, $0.89$ and $0.92$. The difference, as a term in $\pi n(0)/2Z^3$, is $1.5/Z$ to $1.7/Z$. It is about twice the $0.85/Z$ of the Thomas-Fermi potential; exchange and the shell structure of the inner density both enter at this order, and their shares were not separated.

The neon levels agree with an independent calculation in a large uncontracted Gaussian basis to $2\times10^{-5}$ hartree. The contracted cc-pVQZ basis differs by $0.014$ hartree and has the higher total energy.

\subsection{The enhancement}

Direct solution of the Dirac equation for the bare finite nucleus, summed over shells, gives $\eta=2.19$ and $6.44$. The estimate (\ref{eta}) is higher by $1.2\%$ and $4.2\%$ of these values. At $Z=80$ the interpolation puts the $2s$ density $8\%$ and the $2p_{1/2}$ density $28\%$ above the exact point-nucleus values; using the exact values instead lowers the estimate from $6.71$ to $6.60$. The larger part of the error, $2.5\%$, is already present in the $1s$ factor and halves when $R$ is halved; it comes from the neglected terms of relative order $ZR$. The rest-mass term is among them: it adds $2cRf$ to $g'$, and since $f$ is of order $a$, its effect on the density is of order $2cRa=2ZR$. The $p_{1/2}$ states supply $0.5\%$ and $1.9\%$ of the centre density.

A nonrelativistic calculation shows the size of one such term. Inside the sphere, to first order, $\psi'=-2Z\psi(0)\,[\frac12x-\frac1{10}x^3]$, so $\psi(R)=\psi(0)(1-0.45ZR)$ and $\psi'(R)=-0.8Z\psi(0)$. Outside, $\psi=\psi_0(1-Zr+q/r)$, where $\psi_0$ is the point-nucleus value at the origin. Matching the slope gives $q=-0.2ZR^2$, hence $\psi(R)=\psi_0(1-1.2ZR)$ and $\psi(0)^2=\psi_0^2(1-1.5ZR)$. At $Z=80$ this is a reduction of $1.6\%$, which the numerical level confirms.

The radius matters weakly. The computed $1s$ density varies as $R^{-0.15}$ at $Z=50$ and $R^{-0.40}$ at $Z=80$, close to $2\gamma-2=-0.14$ and $-0.38$. A radius $1\%$ larger thus lowers the $Z=80$ value by $0.4\%$.

For the neutral atoms, Dirac levels were computed in the frozen LDA electronic potential:
\begin{center}
\begin{tabular}{ccccc}
$Z$ & $n(0)$, nonrel. & $n(0)$, Dirac & $\eta$, atom & $\eta$, bare\\
50 & $8.78\times10^4$ & $1.91\times10^5$ & 2.18 & 2.19\\
80 & $3.67\times10^5$ & $2.33\times10^6$ & 6.34 & 6.44
\end{tabular}
\end{center}
Densities are in bohr$^{-3}$. In this frozen potential, screening lowers both densities by nearly the same factor and changes $\eta$ by less than $2\%$. The small decrease comes from the weights of the shells. In the bare sum the average enhancement exceeds that of $1s$, so the higher shells are enhanced more, and screening reduces their share of the density. The empty shells are the smaller part of this: leaving them out of the bare sum at $Z=80$ lowers $\eta$ by only about $0.02$, against the $0.10$ found. Most of the decrease comes from the occupied outer shells, whose density at the nucleus is reduced much more than that of $1s$; this reweighting lowers $\eta$ by a further $0.10$. Against it, the enhancement of each outer shell is larger in the screened potential than in the bare one ($11.5$ against $8.0$ for $6s$), which gives back about $0.02$.

These values leave out correlation, the relativistic change of the electronic potential, the Breit interaction and quantum electrodynamics. The estimate also requires $Z<c$, so that $\gamma$ is real, and $2ZR\ll1$. The limit $Z\to\infty$ in (\ref{law}) therefore belongs to nonrelativistic theory: at $Z=80$ relativity multiplies the density by more than six, while the nonrelativistic atom lies only $6\%$ below its limit.

\section*{Calculated quantities}
\begin{verbatim}
zeta(3) = 1.202057; limit n(0)/Z^3 = 0.76525 bohr^-3
TF: -phi'(0) = 1.58807, b = 0.88534, B = 1.79374
TF potential Z=1000: s levels 16, pi n0/2Z^3 = 1.184974, deficit*Z^(2/3) = 1.7083
TF potential Z=8000: s levels 32, pi n0/2Z^3 = 1.197679, deficit*Z^(2/3) = 1.7510
TF potential Z=64000: s levels 65, pi n0/2Z^3 = 1.200949, deficit*Z^(2/3) = 1.7724
Fermi-Segre ratio, Z=8000, n=20: 1.0002
B extrapolated from levels: 1.7937
LDA atom Z=10: n0 = 614.23 bohr^-3, n0/limit = 0.8026
  two-term law/limit = 0.6785, Z*(pi n0/2Z^3 - law) = 1.492
LDA atom Z=50: n0 = 87763 bohr^-3, n0/limit = 0.9175
  two-term law/limit = 0.8901, Z*(pi n0/2Z^3 - law) = 1.649
LDA atom Z=80: n0 = 3.6706e+05 bohr^-3, n0/limit = 0.9368
  two-term law/limit = 0.9196, Z*(pi n0/2Z^3 - law) = 1.655
Ne LDA levels, largest difference to pyscf: even-tempered 0.00002, cc-pVQZ 0.01420 hartree
Z=50, A=120: R = 5.919 fm = 1.1185e-04 bohr
  a = 0.36487, gamma = 0.93106, 2ZR = 0.01119
  X = 1.8580, Gamma(2gamma+1) = 1.76780, k = 0.2611
  zeta(3,1+gamma) = 0.22020, zeta(5,1+gamma) = 0.04355
  surface g = 0.9627, f = -0.1425
  alpha_s = -0.1834, alpha_p = 0.9704, m_s = 1.0253, m_p = 1.0253
  1s factor: formula 2.155, Dirac 2.134
  C_s*m_s: formula 2.354, Dirac n=7 2.317
  C_p*m_p: formula 0.0840, Dirac n=7 0.0817
  enhancement, bare: estimate 2.218, Dirac sum 2.192
  p1/2 share of bare centre density: 0.54 %
  dln(1s density)/dlnR = -0.1483, 2gamma-2 = -0.1379
  nonrel. 1s, sphere/point: 0.99150, 1-1.5ZR = 0.99161
  neutral atom: Dirac n(0) = 1.9092e+05 bohr^-3, enhancement 2.175
Z=80, A=200: R = 7.018 fm = 1.3261e-04 bohr
  a = 0.58379, gamma = 0.81191, 2ZR = 0.02122
  X = 4.2606, Gamma(2gamma+1) = 1.45561, k = 0.5700
  zeta(3,1+gamma) = 0.25768, zeta(5,1+gamma) = 0.05883
  surface g = 0.9063, f = -0.2197
  alpha_s = -0.3004, alpha_p = 0.9322, m_s = 1.0424, m_p = 1.0424
  1s factor: formula 6.102, Dirac 5.954
  C_s*m_s: formula 7.596, Dirac n=7 7.280
  C_p*m_p: formula 0.7885, Dirac n=7 0.7565
  enhancement, bare: estimate 6.709, Dirac sum 6.438
  p1/2 share of bare centre density: 1.86 %
  dln(1s density)/dlnR = -0.4023, 2gamma-2 = -0.3762
  nonrel. 1s, sphere/point: 0.98373, 1-1.5ZR = 0.98409
  neutral atom: Dirac n(0) = 2.3262e+06 bohr^-3, enhancement 6.337
\end{verbatim}
